# Wall slope, mean potential gradient and interface-roughness scattering

A particle is held against an impenetrable wall at $z=0$ by a potential energy whose gradient has the constant value $F$. The squared slope $\psi'(0)^2$ of its normalised wavefunction has the dimension of an inverse volume, because $\psi^2$ is an inverse length. The only inverse volume that can be formed from $\hbar$, the mass $m_z$ for motion along $z$, and $F$ is $m_zF/\hbar^2$. Hence $\psi'(0)^2=c\,m_zF/\hbar^2$, with $c$ a pure number that might still depend on the level. For a general potential $V(z)$ other lengths are available and the argument no longer suffices. It turns out that $c=2$ for every level, and for a general potential too, if $F$ is read as the mean gradient $\langle V'\rangle=\int_0^\infty\psi^2V'\,dz$.

To show this, take a real bound state with $\psi(0)=0$ and

$$-\frac{\hbar^2}{2m_z}\psi''+V\psi=E\psi ,\qquad \int_0^\infty\psi^2dz=1 .$$

Here $V$ does not include the wall. Multiply by $2\psi'$ and use $2\psi'\psi''=(\psi'^2)'$ and $2\psi\psi'=(\psi^2)'$:

$$-\frac{\hbar^2}{2m_z}(\psi'^2)'+(V-E)(\psi^2)'=0 .$$

Integrate from $0$ to $\infty$. The first term gives $+(\hbar^2/2m_z)\psi'(0)^2$, since $\psi'$ vanishes at infinity. The second, integrated by parts, gives $[(V-E)\psi^2]_0^\infty-\langle V'\rangle$. The bracket vanishes at infinity because the state is bound, and at the wall because $\psi^2\propto z^2$, provided $V$ is less singular than $1/z^2$. Therefore

$$\boxed{\psi'(0)^2=\frac{2m_z}{\hbar^2}\,\langle V'\rangle}\tag{1}$$

This is a balance of forces. In a stationary state the potential presses the particle against the wall with mean force $\langle V'\rangle$, and the wall pushes back with $(\hbar^2/2m_z)\psi'(0)^2$.

A second hard wall at $z=L$ changes the balance to $(\hbar^2/2m_z)[\psi'(0)^2-\psi'(L)^2]=\langle V'\rangle$. In a flat box $\langle V'\rangle=0$, yet $\psi=\sqrt{2/L}\,\sin(\pi z/L)$ has $\psi'(0)^2=2\pi^2/L^3$. The identity (1) thus belongs to a state confined by one wall and a potential, not to a thin film.

Equation (1) also requires an eigenstate. Take the trial function $\sqrt{b^3/2}\,z\,e^{-bz/2}$ in $V=Fz$. Its kinetic energy is $\hbar^2b^2/8m_z$ and its mean position is $3/b$. Minimising $\hbar^2b^2/8m_z+3F/b$ gives $b^3=12m_zF/\hbar^2$, so the squared slope is $b^3/2=6m_zF/\hbar^2$, three times the correct value. The mean gradient is $F$ for any normalised function, so it is the safer quantity to use with approximate states.

For two states $a$ and $b$, the Schrödinger equation gives

$$(\psi_a'\psi_b')'=\frac{2m_z}{\hbar^2}\left[(V-E_a)\psi_a\psi_b'+(V-E_b)\psi_a'\psi_b\right]
=\frac{2m_z}{\hbar^2}\left[(V-E_b)(\psi_a\psi_b)'+(E_b-E_a)\psi_a\psi_b'\right].$$

Integrating as before, with $D_{ab}=\int\psi_a\psi_b'\,dz$ and $V'_{ab}=\int\psi_aV'\psi_b\,dz$,

$$\frac{\hbar^2}{2m_z}\psi_a'(0)\psi_b'(0)=V'_{ab}-(E_b-E_a)D_{ab}.\tag{2}$$

Now let the wall be rough, lying at $z=\Delta(\mathbf r)$, where $\mathbf r$ is the position in the plane and motion in the plane has mass $m_\parallel$. The potential $V(z)$ is held fixed and is taken to be smooth over distances of order $\Delta$. A hard wall cannot be treated as a small potential, but it can be flattened by the coordinate $s=z-\Delta(\mathbf r)$. The Jacobian is one, so normalisation is unchanged. Derivatives become $\partial_z=\partial_s$ and $\nabla\to\nabla-(\nabla\Delta)\partial_s$, hence

$$\nabla^2\to\nabla^2-2\nabla\Delta\cdot\nabla\partial_s-(\nabla^2\Delta)\partial_s+|\nabla\Delta|^2\partial_s^2 .$$

To first order in $\Delta$ the perturbation is

$$H_1=\Delta\,V'(s)+\frac{\hbar^2}{2m_\parallel}\left(2\nabla\Delta\cdot\nabla+\nabla^2\Delta\right)\partial_s .$$

Take its element from $\psi_b e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ to $\psi_a e^{i\mathbf k'\cdot\mathbf r}/\sqrt A$, where $A$ is the area. Put $\mathbf q=\mathbf k'-\mathbf k$ and $\Delta_{\mathbf q}=\int\Delta\,e^{-i\mathbf q\cdot\mathbf r}d^2r$. Then $\nabla\Delta$ gives $i\mathbf q\Delta_{\mathbf q}$, $\nabla^2\Delta$ gives $-q^2\Delta_{\mathbf q}$, and $\nabla$ acting on the initial wave gives $i\mathbf k$. The kinetic factor is $-2\mathbf q\cdot\mathbf k-q^2=-(k'^2-k^2)$, so with $\varepsilon_k=\hbar^2k^2/2m_\parallel$

$$M_{ab}=\frac{\Delta_{\mathbf q}}{A}\left[V'_{ab}-(\varepsilon_{k'}-\varepsilon_k)D_{ab}\right].$$

Within one subband $D_{aa}=[\psi_a^2/2]_0^\infty=0$, and

$$M=\frac{\Delta_{\mathbf q}}{A}\langle V'\rangle=\frac{\Delta_{\mathbf q}}{A}\frac{\hbar^2}{2m_z}\psi'(0)^2.\tag{3}$$

Between subbands, energy conservation gives $\varepsilon_{k'}-\varepsilon_k=E_b-E_a$. By (2) the bracket is then $(\hbar^2/2m_z)\psi_a'(0)\psi_b'(0)$. The mean gradient does not fix this element by itself. In $V=Fz$ orthogonality makes $V'_{ab}=0$, yet by (1) the product of slopes has magnitude $2m_zF/\hbar^2$. The intersubband element therefore has the full strength $F$, all of it from the kinetic term.

A uniform displacement shows which gradient belongs in (3). After the shift of coordinate the potential is $V(s+\Delta)$, and the Hellmann–Feynman theorem gives $dE/d\Delta=\langle V'\rangle$. A part of the potential that moves with the wall does not depend on $\Delta$ in the shifted coordinate and drops out. The same argument covers a wall of finite height with a different mass behind it. If the potential there is a constant, $dE/d\Delta$ is the integral of $\psi^2V'$ over the semiconductor side alone.

At an oxide–semiconductor interface the gradient follows from Poisson's equation. In Gaussian units, a density $n(z)$ of negative charges $-e$ in a medium of dielectric constant $\kappa_s$ gives the electron's potential energy the curvature $V''=-(4\pi e^2/\kappa_s)n$. The field vanishes deep in the semiconductor, so $V'(z)$ is $C=4\pi e^2/\kappa_s$ times the number of charges per area beyond $z$. Let there be $N_d$ ionised acceptors per area, spread over a layer much wider than the electron state, and $N_s$ electrons per area in one subband. With $P(z)=\int_z^\infty\psi^2dz'$,

$$V'(z)=C\,[N_d+N_sP(z)],\qquad \int_0^\infty\psi^2P\,dz=-\int_0^\infty P'P\,dz=\tfrac12 ,$$

$$F\equiv\langle V'\rangle=\frac{4\pi e^2}{\kappa_s}\left(N_d+\frac{N_s}{2}\right).\tag{4}$$

In this mean-field model $F$ does not depend on the shape of $\psi$. The half arises because an electron has, on average, half of the others beyond it.

As an example take electrons at a (100) silicon surface under its oxide at $4.2$ K, with rough typical parameters: $m_z=0.92$ and $m_\parallel=0.19$ electron masses, $\kappa_s=11.7$, $\kappa_{ox}=3.9$, $N_s=3\times10^{12}$ cm$^{-2}$ and $N_d=1\times10^{12}$ cm$^{-2}$. Here $C=1.547$ eV nm and $N_d+N_s/2=0.025$ nm$^{-2}$, so $F=38.7$ meV/nm, an effective field of $0.387$ MV/cm. The field at the surface, where all charges count, is $0.619$ MV/cm. Solving the Schrödinger and Poisson equations together by finite differences gives $\psi'(0)^2=0.934$ nm$^{-3}$ and a mean distance of $1.70$ nm from the wall. With $\hbar^2/2m_z=41.4$ meV nm$^2$, the slope returns $41.4\times0.934=38.7$ meV/nm, as (1) and (4) require.

With valley degeneracy $g_v=2$ and two spins, $k_F=\sqrt{2\pi N_s/g_v}=0.307$ nm$^{-1}$ and the Fermi energy is $18.9$ meV. In the same potential the next subband lies $47.6$ meV above the lowest, and the first subband of the other valleys, with normal mass $0.19$, lies $46.8$ meV above it. Since $k_BT=0.36$ meV, a single degenerate subband is a consistent assumption.

Describe the roughness by $\overline{\Delta(\mathbf r)\Delta(\mathbf r')}=\delta^2e^{-|\mathbf r-\mathbf r'|^2/\Lambda^2}$, with $\delta=0.3$ nm and $\Lambda=1.5$ nm. Its Fourier transform gives $\overline{|\Delta_{\mathbf q}|^2}=A\,S(q)$ with $S=\pi\delta^2\Lambda^2e^{-q^2\Lambda^2/4}$. The energy scale is $F\delta=11.6$ meV. In the golden rule, weighted by $1-\cos\theta$ for momentum loss, the sum over final states is $A\int k'dk'd\theta/4\pi^2$ with $k'dk'=m_\parallel d\varepsilon/\hbar^2$:

$$\frac1\tau=\frac{m_\parallel F^2}{2\pi\hbar^3}\int_0^{2\pi}(1-\cos\theta)\,S(q)\,d\theta,\qquad q^2=2k^2(1-\cos\theta).$$

Put $a=k^2\Lambda^2/2$. Since $\int_0^{2\pi}e^{a\cos\theta}d\theta=2\pi I_0(a)$ and $\int_0^{2\pi}\cos\theta\,e^{a\cos\theta}d\theta=2\pi I_1(a)$, with $I_n$ the modified Bessel functions,

$$\frac1\tau=\frac{\pi m_\parallel F^2\delta^2\Lambda^2}{\hbar^3}\,e^{-a}\,[I_0(a)-I_1(a)].\tag{5}$$

For $a\ll1$ the last factors tend to one and the rate no longer depends on $k$. For $a\gg1$ they fall as $a^{-3/2}/\sqrt{8\pi}$, because long-range roughness deflects electrons by small angles only. Here $a=0.307^2\times1.5^2/2=0.11$, near the first limit. Equation (5) gives $\hbar/\tau=2.03$ meV, $\tau=0.325$ ps and a bare mobility $e\tau/m_\parallel$ of about $3000$ cm$^2$/Vs. The level width is $11\%$ of the Fermi energy, so the golden rule is reasonable.

The bare element is not yet the one the electrons feel. The dielectric boundary is rough too. Near it the unperturbed energy is $F_0z$ in the semiconductor, with $F_0=C(N_d+N_s)$, and $(\kappa_s/\kappa_{ox})F_0z$ in the oxide. For a Fourier component $\Delta$ of the roughness, add $A_1e^{-qz}$ and $B_1e^{qz}$ respectively, taking the oxide to be much thicker than $1/q$. Continuity of the potential at the displaced boundary, and of the normal displacement field, require to first order

$$F_0\Delta+A_1=\frac{\kappa_s}{\kappa_{ox}}F_0\Delta+B_1,\qquad -\kappa_sA_1=\kappa_{ox}B_1 .$$

Eliminating $B_1$ gives $A_1=\beta F_0\Delta$ with $\beta=(\kappa_s-\kappa_{ox})/(\kappa_s+\kappa_{ox})=0.5$. Averaged over the state, this adds $\beta F_0g$ to $F$, where $g=\int\psi^2e^{-qz}dz$.

The electron density also follows the wall, changing by $-\Delta N_s(\psi^2)'$. Two electrons at $z$ and $z'$ interact, at wavevector $q$, through $(C/2q)[e^{-q|z-z'|}+\beta e^{-q(z+z')}]$, the second term coming from the image charge. Average over $\psi^2(z)$ and integrate by parts over $z'$. The direct term contains $\partial_{z'}e^{-q|z-z'|}$, which is odd under exchange of $z$ and $z'$, and vanishes. The image term leaves $-\tfrac12\beta CN_sg^2$. In place of $F$ stands

$$\tilde F(q)=F+\beta C(N_d+N_s)\,g-\tfrac12\beta CN_s\,g^2 .\tag{6}$$

For $q\to0$, with the oxide still thick compared with $1/q$, $g\to1$ and $\tilde F\to(1+\beta)F$. With the computed $\psi$, $\tilde F/F$ is $1.38$ at $q=k_F$ and $1.27$ at $2k_F$.

Finally the electrons rearrange in the plane. If the total element is $M_t$, the induced density is $-\Pi M_t$, which adds $-(C/2q)G\,\Pi M_t$, where $G$ is the bracketed interaction averaged over both electrons. Thus $M_t=M/\epsilon$ with $\epsilon=1+(C/2q)G\,\Pi$. At zero temperature the response is

$$\Pi=4g_v\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{2m_\parallel/\hbar^2}{q^2+2kq\cos\theta}.$$

The principal value of the angular integral of $1/(q^2+2kq\cos\theta)$ is $2\pi/(q\sqrt{q^2-4k^2})$ for $2k<q$ and zero for $2k>q$. As $\int_0^{q/2}k\,dk/\sqrt{q^2-4k^2}=q/4$, the result for $q\le2k_F$ is $\Pi=g_vm_\parallel/\pi\hbar^2$, the density of states. All elastic collisions at the Fermi energy lie in this range.

The computed $\epsilon$ is $4.85$ at $k_F$ and $2.40$ at $2k_F$. Integrating over angle with $F/\epsilon$ in place of $F$ raises the mobility from $3000$ to about $23\,000$ cm$^2$/Vs. Using $\tilde F/\epsilon$ lowers it to about $14\,000$ cm$^2$/Vs. Equation (3) fixes the bare element, but in this example screening alone changes the mobility by a factor of about eight.

The image potential deserves care. An electron at distance $z$ from the oxide sees an image of strength $\beta$ at distance $2z$, with energy $\beta e^2/4\kappa_sz$, half the interaction because the image is induced. Adding this repulsion, with the electrostatic potential above held fixed, reduces the squared slope to $0.61$ of its former value. The mean gradient of the fixed potential falls only to $0.93F$. The difference is the negative mean gradient of the image term, as (1) demands. For long-wave roughness the image follows the wall, so the mean electrostatic gradient is the relevant value and the slope would mislead. Its fall to $0.93F$ comes only from holding the electrostatic potential fixed. If Poisson's equation is solved again with the new density, (4) restores $F$, whatever the shape of $\psi$. The altered profile would still change $g$ and $G$, which is not computed here. The change of the image potential at shorter wavelengths is also left out of (6). It is not negligible here, since $qz$ is of order one at $q=2k_F$: it lowers the element by about $0.04F$ at $k_F$ and $0.08F$ at $2k_F$, so the figure of $14\,000$ cm$^2$/Vs carries an upward shift of roughly $10\%$ from the image.

Two other neglected effects are small. For a barrier of $3.1$ eV and an oxide mass of $0.5$, matching Airy functions in $V=Fz$ to a decaying exponential puts $0.055\%$ of the probability in the oxide, and $dE/d\Delta$ for a uniform displacement falls by that fraction if the oxide potential is a fixed constant. If it has instead the gradient $(\kappa_s/\kappa_{ox})F_0=186$ meV/nm and stays fixed in space, the leaked probability adds about $0.3\%$ of $F$, which is still small. Doping of $7\times10^{16}$ cm$^{-3}$ gives a depletion layer $143$ nm wide; the decline of its field across the electron state lowers $F$ by $(0.010/0.025)(1.70/143)=0.5\%$.

The first-order treatment in $\Delta$ can be sized with a wall $h\cos(2k_Fx)$, which couples the waves $\pm k_F$ with strength $Fh/2$ and splits them by $Fh$. Solving the two-dimensional boundary problem in $V=Fz$ with sums of Airy functions times sines or cosines gives $0.974\,Fh$ for $h=0.42$ nm, the amplitude whose rms value is $0.3$ nm. This tests one wavelength only. The assumed roughness also contains shorter waves: its mean squared slope is $4\delta^2/\Lambda^2=0.16$, against $(2k_Fh)^2/2=0.034$ for this wall, so its higher-order corrections may be larger and are not computed.

The roughness parameters are assumed, not measured, and the mobility depends strongly on them. Since the rate scales as $\delta^2$, raising $\delta$ from $0.3$ to $0.4$ nm at fixed $\Lambda$ would cut $14\,000$ to about $8000$ cm$^2$/Vs. Real devices also have charged defects, which add scattering, so this figure is a roughness-limited mobility, not a prediction of the total. At room temperature phonons and higher subbands enter and the calculation does not apply as it stands. A gate closer than about $1/k_F=3.3$ nm would alter both (6) and the screening. Exchange, correlation, distortion of the electron profile by the roughness, nonparabolic bands and valley splitting are omitted, and their effect on the mobility is not estimated here.
